# The constant term in the electron gas's high-density correlation energy

**Question: how does one compute the constant term of the high-density correlation energy of the electron gas?**

I have an exercise on the spin-unpolarized uniform electron gas at zero temperature, in hartree atomic units. It says that the correlation energy per electron behaves as $\varepsilon_c = c_0\ln r_s + c + \dots$ for $r_s\to0$. It asks me to evaluate numerically the RPA (ring) part of $c$ and to add the second-order exchange term, which it hands me as $\frac{\ln2}{6}-\frac{3\zeta(3)}{4\pi^2}$. I can see where a logarithm comes from: second order diverges at small momentum transfer and screening cuts it off. But every cutoff I choose changes the constant, so I do not see how to define it, let alone compute it. How is it done, what is the number, and can I convince myself of the exchange term without taking it on faith?

**Answer**

Your cutoff dependence disappears once the cutoff is a subtraction: a simpler integrand is subtracted below the cutoff, integrated exactly, and added back.

**Conventions.** The density is $n=3/(4\pi r_s^3)=k_F^3/(3\pi^2)$, with $r_s$ in bohr, so $k_F=1/(\alpha r_s)$ and $\alpha=(4/9\pi)^{1/3}$. The interaction is $v(q)=4\pi/q^2$, with $q=0$ removed by the neutralizing background. The gas is nonrelativistic, and $\varepsilon_c$ is measured from the kinetic plus exchange energy of the filled Fermi sphere.

**Which terms matter.** Order $m$ of perturbation theory scales as $r_s^{m-2}$, since each interaction brings $k_F$ and each of the $m-1$ denominators $k_F^{-2}$. Second order is therefore $r_s^0$; it has a direct and an exchange part. Higher orders reach $r_s^0$ only through divergences at small $q$. With $z=q/2k_F$ and $\lambda\propto r_s$, the ring term of order $m$ goes as $\lambda^{m-2}\int dz\,z^{3-2m}$, and screening cuts it at $z\sim\sqrt\lambda$, which gives $\ln\lambda$ for $m=2$ and order $\lambda^0$ for every $m\ge3$. In a ring all $m$ interactions carry the same $q$; in any other term at most $m-1$ are forced to, so it has at least one factor $1/z^2$ fewer at the same order; at third order that leaves $\lambda\int dz/z\sim\lambda\ln\lambda$. This is power counting, not a rigorous bound. It gives $c=c_{\rm RPA}+\varepsilon_{2x}$ with a remainder of order $r_s\ln r_s$.

**The RPA energy.** Scale the interaction by $\gamma$. The Hellmann–Feynman theorem gives $E(1)-E(0)=\int_0^1d\gamma\,\langle V\rangle_\gamma$, with $\langle V\rangle_\gamma/N=\frac12\int\frac{d^3q}{(2\pi)^3}v(q)[\mathcal S_\gamma(q)-1]$ and $\mathcal S$ the static structure factor. The response function is $\chi(q,i\omega)=-\Omega^{-1}\sum_m 2\omega_m|\langle m|\rho_q|0\rangle|^2/(\omega^2+\omega_m^2)$, for volume $\Omega$ and excitation energies $\omega_m$. Since $\int_0^\infty 2\omega_m\,d\omega/(\omega^2+\omega_m^2)=\pi$ and $\sum_m|\langle m|\rho_q|0\rangle|^2=N\mathcal S$, we have $\mathcal S=-\frac1{\pi n}\int_0^\infty\chi\,d\omega$. The $\gamma=0$ value is the exchange energy and is subtracted. The RPA sets $\chi_\gamma=\chi_0/(1-\gamma v\chi_0)$, and $\int_0^1d\gamma\,v\chi_0/(1-\gamma v\chi_0)=-\ln(1-v\chi_0)$, so

$$\varepsilon_{\rm RPA}=\frac1n\int\frac{d^3q}{(2\pi)^3}\int_0^\infty\frac{d\omega}{2\pi}\,\big[\ln(1-v\chi_0)+v\chi_0\big].$$

**The free response.** With two spins, $\chi_0=-4\int\frac{d^3k}{(2\pi)^3}\,e/(e^2+\omega^2)$, where $e=\mathbf q\cdot\mathbf k+q^2/2$, $k<k_F$ and $|\mathbf k+\mathbf q|>k_F$. Measure momenta in $k_F$, take $\mathbf q$ along the third axis, and set $s=k_3+z$ and $u=\omega/(qk_F)$. Then $e=2zk_F^2s$ and $\omega=2zk_F^2u$. At fixed $s>0$ the allowed transverse momenta form an annulus, $[1-(s+z)^2]_+<k_\perp^2<[1-(s-z)^2]_+$, where $[x]_+=\max(x,0)$. Call its area $4\pi z\,a(s)$. The prefactor is $\frac{4k_F^3}{8\pi^3}\cdot\frac{4\pi z}{2zk_F^2}=\frac{k_F}{\pi^2}$, so

$$\chi_0=-\frac{k_F}{\pi^2}g,\qquad g=\int_0^\infty\frac{a(s)\,s\,ds}{s^2+u^2},\qquad a=\frac{[1-(s-z)^2]_+-[1-(s+z)^2]_+}{4z}.$$

Sending $s\to-s$ in the second term gives $g=\frac1{4z}\int_{z-1}^{z+1}[1-(s-z)^2]\,s\,ds/(s^2+u^2)$. The numerator equals $(s^2+u^2)(2z-s)+(1-z^2+u^2)s-2zu^2$, and $\int_{z-1}^{z+1}(2z-s)ds=2z$, which yields the Lindhard function

$$g=\frac12+\frac{1-z^2+u^2}{8z}\ln\frac{(1+z)^2+u^2}{(1-z)^2+u^2}-\frac u2\Big[\arctan\frac{1+z}u+\arctan\frac{1-z}u\Big].$$

At $z=0$, $a=s$ on $[0,1]$ and $g=R(u)=1-u\arctan(1/u)$. The function $g$ is even in $z$ and smooth at $z=0$, so $g-R=O(z^2)$.

Now $-v\chi_0=\lambda g/z^2$ with $\lambda=1/(\pi k_F)=\alpha r_s/\pi$. The measures are $d^3q/(2\pi)^3=4k_F^3z^2dz/\pi^2$ and $d\omega=2k_F^2z\,du$. The prefactor is $\frac{3\pi^2}{k_F^3}\cdot\frac{4k_F^3}{\pi^2}\cdot\frac{2k_F^2}{2\pi}=\frac{12k_F^2}{\pi}=\frac{12}{\pi^3\lambda^2}$. With $f(x)=\ln(1+x)-x$,

$$\varepsilon_{\rm RPA}=\frac{12}{\pi^3\lambda^2}\int_0^\infty dz\,z^3\int_0^\infty du\,f(\lambda g/z^2).$$

**The subtraction.** Subtract $f(\lambda R/z^2)$ for $z<1$ and add it back. In the piece added back, $b=\lambda R$ does not depend on $z$. With $t=z^2$ the integral is $\frac12\int_0^1[t\ln(t+b)-t\ln t-b]\,dt$. Use the antiderivative $\frac{t^2-b^2}2\ln(t+b)-\frac{t^2}4+\frac{bt}2$ for the first term and $\int_0^1t\ln t\,dt=-\frac14$:

$$\int_0^1z^3f(b/z^2)\,dz=\tfrac14\big[\ln(1+b)-b-b^2\ln(1+1/b)\big]=\frac{b^2}4\Big(\ln b-\frac12\Big)+O(b^3).$$

The last step uses $\ln(1+b)-b=-b^2/2+\dots$ and $\ln(1+1/b)=-\ln b+O(b)$. The $b^3$ term contributes $O(\lambda)$ to the energy.

In the difference, $f$ may be replaced by $-x^2/2$. For $z>1$ the error is third order, $O(\lambda)$ in the energy. For $z<1$ the difference is about $f'(x)\,\lambda(g-R)/z^2=f'(x)\,O(\lambda)$, and $f'(x)=-x+x^2/(1+x)$. The neglected part, with $x\sim\lambda/z^2$, contributes $\lambda\int_0^1z\,dz/(z^2+\lambda)\sim\lambda\ln\lambda$. Hence

$$\varepsilon_{\rm RPA}=\frac3{\pi^3}\int_0^\infty R^2\Big[\ln\lambda+\ln R-\frac12\Big]du+\delta+O(\lambda\ln\lambda),$$

$$\delta=-\frac6{\pi^3}\int_0^\infty\frac{dz}z\big[K(z)-K(0)\theta(1-z)\big],\qquad K=\int_0^\infty g^2du.$$

Partial fractions give $\int_0^\infty du/[(s^2+u^2)(t^2+u^2)]=\frac1{t^2-s^2}\big(\frac\pi{2s}-\frac\pi{2t}\big)=\frac{\pi}{2st(s+t)}$, so $K=\frac\pi2M$ with

$$M(z)=\iint\frac{a(s)a(t)}{s+t}\,ds\,dt,\qquad\delta=-\frac3{\pi^2}\int_0^\infty\frac{dz}{z}\big[M-M(0)\theta(1-z)\big].$$

At $z=0$ the $t$ integral is $1-s\ln(1+s)+s\ln s$. Multiply by $s$ and use $\int_0^1s^2\ln s\,ds=-\frac19$ and $\int_0^1s^2\ln(1+s)ds=\frac23\ln2-\frac5{18}$ (by parts, with antiderivative $(s^3+1)/3$). Then $M(0)=\frac12-\frac19+\frac5{18}-\frac23\ln2=\frac23(1-\ln2)$ and $c_0=\frac3{\pi^3}\cdot\frac\pi2M(0)=(1-\ln2)/\pi^2$. Splitting $\ln\lambda=\ln r_s+\ln(\alpha/\pi)$,

$$c_{\rm RPA}=c_0\Big[\ln\frac\alpha\pi-\frac12+\langle\ln R\rangle\Big]+\delta,\qquad\langle\ln R\rangle=\frac{\int R^2\ln R\,du}{\int R^2du}.$$

For a split at $z=Z$, rescaling $z=Zy$ turns $\ln b$ into $\ln(b/Z^2)$, so the ring piece gains $-2c_0\ln Z$. The subtraction in $\delta$ gains $+\frac3{\pi^2}M(0)\ln Z=2c_0\ln Z$. The sum does not move, which settles your cutoff problem.

**$M(z)$ in closed form.** Write $1/(s+t)=\int_0^\infty e^{-\tau(s+t)}d\tau$, so $M=\int_0^\infty\ell^2d\tau$ with $\ell=\int a\,e^{-\tau s}ds$. For $z<1$, $4za$ is $4zs$ up to $y_-=1-z$, then $1-(s-z)^2$ up to $y_+=1+z$. It is continuous; its slope jumps by $4z$, $-2$, $+2$ at $0$, $y_-$, $y_+$, and its second derivative is $-2$ between $y_-$ and $y_+$. Two integrations by parts give $4z\tau^2\ell=4z-2(1+1/\tau)(e^{-\tau y_-}-e^{-\tau y_+})$, so

$$\ell^2=\frac1{\tau^4}-\frac{1+\tau}{z\tau^5}\big(e^{-\tau y_-}-e^{-\tau y_+}\big)+\frac{(1+\tau)^2}{4z^2\tau^6}\big(e^{-2\tau y_-}+e^{-2\tau y_+}-2e^{-2\tau}\big).$$

The sum is integrable but the terms are not, so insert $\tau^\eta$ and continue each term in $\eta$. The pure power continues to zero, because $\int_0^1$ and $\int_1^\infty$ give $\pm1/(\eta-3)$. The others give $\Gamma(1-n+\eta)\kappa^{n-1-\eta}$ for $\tau^{-n}e^{-\kappa\tau}$. Dividing $\Gamma(\eta)=1/\eta-\gamma_E+\dots$ by $(\eta-1)\cdots(\eta-n+1)$ turns this into $\frac{(-\kappa)^{n-1}}{(n-1)!}\,[1/\eta-\gamma_E+H_{n-1}-\ln\kappa]$, with harmonic numbers $H_3=\frac{11}6$, $H_4=\frac{25}{12}$, $H_5=\frac{137}{60}$.

In the second term the coefficients are $y^4/24$ and $-y^3/6$ for $n=5,4$. With $y_+^4-y_-^4=8z+8z^3$ and $y_+^3-y_-^3=6z+2z^3$ they sum to $\frac{1+z^2}3$ and $-(1+\frac{z^2}3)$. In the third term, at $\kappa=2y$, the coefficients are $-\frac4{15}y^5$, $\frac43y^4$, $-\frac43y^3$ for $n=6,5,4$. With $y_+^m+y_-^m-2=20z^2+10z^4$, $12z^2+2z^4$, $6z^2$ for $m=5,4,3$, and the factor $1/4z^2$, they sum to $-\frac43-\frac23z^2$, $4+\frac23z^2$, $-2$. The second term totals $-\frac23$ and the third $+\frac23$, so $1/\eta-\gamma_E$ cancels, and $\ln 2y=\ln2+\ln y$ leaves $-\frac23\ln2$. Weighting with the harmonic numbers gives $-\frac{41}{36}+\frac{z^2}{12}$ and $\frac{73}{45}-\frac{2z^2}{15}$, together $\frac{29}{60}-\frac{z^2}{20}$. The coefficient of $\ln y_+$ is

$$-\frac{y_+^3}{z^2}\Big[\frac{z(z-3)}{24}-\frac{(1+z)^2}{15}+\frac z3\Big]=\frac{(1+z)^3(8-9z+3z^2)}{120z^2}=\frac{8+15z-10z^3+3z^5}{120z^2},$$

and that of $\ln y_-$ follows from $z\to-z$. With $\Lambda(x)=\ln\frac{1+x}{1-x}$,

$$M_{z<1}=\frac{29}{60}-\frac{z^2}{20}-\frac23\ln2+\frac{8\ln(1-z^2)+(15z-10z^3+3z^5)\Lambda(z)}{120z^2}.$$

As $z\to0$ the fraction tends to $(-8+30)/120$, which restores $M(0)$.

For $z>1$ the whole sphere is allowed. Two integrations by parts give $\int_{-1}^1(1-x^2)e^{-\tau x}dx=4(\tau\cosh\tau-\sinh\tau)/\tau^3=2[(\tau-1)e^\tau+(\tau+1)e^{-\tau}]/\tau^3$, so with $w=z-1$,

$$\ell^2=\frac{(\tau-1)^2e^{-2\tau w}+(\tau+1)^2e^{-2\tau y_+}+2(\tau^2-1)e^{-2\tau z}}{4z^2\tau^6}.$$

The coefficients for $n=4,5,6$ are $-\frac43(w^3+y_+^3+2z^3)=-\frac43(4z^3+6z)$, $\frac43(y_+^4-w^4)=\frac43(8z^3+8z)$ and $-\frac4{15}(w^5+y_+^5-2z^5)=-\frac4{15}(20z^3+10z)$. They add to zero, so the poles and $\ln2$ drop out. Weighted with $H_3,H_4,H_5$ they give $\frac4{15}z^3+\frac{22}{15}z$. The coefficients of $\ln y_+$, $\ln w$, $\ln z$, times $15z^2$, are $y_+^3(y_+^2-5y_++5)=z^5-5z^3-5z^2+1$, $w^3(w^2+5w+5)=z^5-5z^3+5z^2-1$ and $10z^3-2z^5$. Therefore

$$M_{z>1}=\frac z{15}+\frac{11}{30z}+\frac{(z^5-5z^3)\ln(1-z^{-2})+(1-5z^2)\Lambda(1/z)}{15z^2}.$$

Both forms equal $\frac{13}{30}-\frac8{15}\ln2$ at $z=1$.

**$\delta$ in closed form.** Use $\ln(1-x^2)=-\sum_{n\ge1}x^{2n}/n$ and $\Lambda=2\sum_{n\ge0}x^{2n+1}/(2n+1)$, integrate term by term over $[0,1]$, and sum with $\sum_{n\ge0}\big[\frac1{2n+1}-\frac1{2n+2}\big]=\ln2$ and telescoping. For $z<1$, splitting $-22/z=8/z-30/z$,

$$\frac{120[M-M(0)]}{z}=8\Big[\frac{\ln(1-z^2)}{z^3}+\frac1z\Big]+15\Big[\frac\Lambda{z^2}-\frac2z\Big]-10\Lambda+3z^2\Lambda-6z.$$

The integrals are $-8\sum_{n\ge2}\frac1{2n(n-1)}=-4$; $30\sum_{n\ge1}\frac1{2n(2n+1)}=30(1-\ln2)$; $-20\ln2$; $6\sum_{n\ge0}\frac1{(2n+1)(2n+4)}=2\sum\big[\frac1{2n+1}-\frac1{2n+4}\big]=2\ln2+1$; and $-3$. The total $24-48\ln2$ gives $I_<=\frac15-\frac25\ln2$.

For $z>1$ put $x=1/z$, so $dz/z\to dx/x$ on $[0,1]$:

$$\frac{15M}x=\frac{11}2+\Big[\frac{\ln(1-x^2)}{x^4}+\frac1{x^2}\Big]-\frac{5\ln(1-x^2)}{x^2}-\frac{5\Lambda}x+x\Lambda.$$

The integrals are $\frac{11}2$; $-\sum_{n\ge2}\frac1{n(2n-3)}=-\frac23\sum\big[\frac1{2n-3}-\frac1{2n}\big]=-\frac23(\ln2+\frac12)$; $5\sum_{n\ge1}\frac1{n(2n-1)}=10\ln2$; $-10\sum_{n\ge0}\frac1{(2n+1)^2}=-\frac{5\pi^2}4$; and $2\sum_{n\ge0}\frac1{(2n+1)(2n+3)}=1$. So $I_>=\frac{37}{90}+\frac{28}{45}\ln2-\frac{\pi^2}{12}$. Then $I_<+I_>=\frac{11}{18}+\frac29\ln2-\frac{\pi^2}{12}$ and

$$\delta=-\frac3{\pi^2}(I_<+I_>)=\frac14-\frac{11+4\ln2}{6\pi^2}.$$

**The number $c_{\rm RPA}$.** One quadrature remains. Put $u=\cot\theta$, so that $R=1-\theta\cot\theta$ and the measure is $d\theta/\sin^2\theta$ on $(0,\pi/2)$. Tanh-sinh quadrature, with the series $R=\theta^2/3+\theta^4/45+\dots$ at small $\theta$ to avoid cancellation, gives $\int R^2\ln R\,du=-0.17694504$, while $\int R^2du=\frac\pi3(1-\ln2)=0.32133552$. The ratio is $\langle\ln R\rangle=-0.5506551$. With $\alpha=0.5210618$, $\ln(\alpha/\pi)=-1.7966166$, $c_0=0.03109069$ Ha, $I_<=-0.07725887$ and $I_>=0.01993566$:

| term | value (Ha) |
|---|---|
| $c_0\ln(\alpha/\pi)$ | $-0.0558581$ |
| $-c_0/2$ | $-0.0155453$ |
| $c_0\langle\ln R\rangle$ | $-0.0171202$ |
| $\delta=-\frac3{\pi^2}(-0.05732321)$ | $+0.0174242$ |
| $c_{\rm RPA}$ | $-0.0710995$ |

The last row is the sum of the unrounded terms; the rounded entries add to $-0.0710994$. So $c_{\rm RPA}=-0.0711$ Ha $=-1.9347$ eV. With the split at $Z=\frac12$, $\delta$ becomes $-0.02567668$ Ha and the ring piece gains $c_0\ln4=0.04310085$ Ha; the two add to $0.01742417$ Ha, the value of $\delta$ for the split at $z=1$.

The constant can also be had without expanding. Integrate the full $f(\lambda g/z^2)$ by 12-point Gauss–Legendre rules on geometrically spaced panels in $z$ and $u$, refined toward $z=1$, at five values of $r_s$ doubling from $2.5\times10^{-5}$ to $4\times10^{-4}$. A least-squares fit to $\ln r_s$, $1$, $r_s\ln r_s$, $r_s$ returns $0.03109069$, $-0.0710995$, $0.00271$ and $-0.0072$ Ha.

**Second-order exchange.** The second-order energy is $-\frac14\sum|\langle ij|ab\rangle-\langle ij|ba\rangle|^2/D$, with $i,j$ occupied, $a,b$ empty and $D=\epsilon_a+\epsilon_b-\epsilon_i-\epsilon_j>0$. The two squares are equal after relabelling $a\leftrightarrow b$, and the elements are real, so

$$E_2=-\frac12\sum\frac{\langle ij|ab\rangle^2}D+\frac12\sum\frac{\langle ij|ab\rangle\langle ij|ba\rangle}D.$$

Take $i=\mathbf k$, $a=\mathbf k+\mathbf q$, $j=-\mathbf p$, $b=-\mathbf p-\mathbf q$, and $\mathbf Q=\mathbf k+\mathbf p+\mathbf q$. Then $\langle ij|ab\rangle=v(q)/\Omega$, $\langle ij|ba\rangle=v(Q)/\Omega$, and $D=\mathbf q\cdot\mathbf k+\mathbf q\cdot\mathbf p+q^2=\mathbf q\cdot\mathbf Q$. The direct term has 4 spin assignments; the exchange term needs all four spins equal and has 2. Three momentum sums give $\Omega^3k_F^9/(2\pi)^9$, and the two interactions and the denominator give $k_F^{-6}$. Dividing by $N=\Omega k_F^3/3\pi^2$ removes $k_F$ and leaves $\frac12\cdot\frac{16\pi^2\cdot3\pi^2}{(2\pi)^9}=\frac3{64\pi^5}$ per spin assignment:

$$\varepsilon_{2x}=+\frac3{32\pi^5}\int\frac{d^3q}{q^2}\iint\frac{d^3k\,d^3p}{Q^2\;\mathbf q\cdot\mathbf Q},\qquad k,p<1<|\mathbf k+\mathbf q|,|\mathbf p+\mathbf q|.$$

It is positive and independent of $r_s$. In the direct term, with $s=k_3+z$, $t=p_3+z$ and $Q_3=s+t$, the double integral is $(2\pi q)^2M/q$, and $-\frac3{16\pi^5}\int\frac{4\pi dq}{q^2}4\pi^2qM=-\frac3{\pi^2}\int M\,dz/z$. That is the integral in $\delta$ with the same prefactor: $\delta$ is the direct second-order energy with its logarithm removed.

Let $h=s+t$, $H=h^2$, $A=k_\perp^2$, $B=p_\perp^2$, so $Q^2=A+B+H+2\sqrt{AB}\cos\varphi$. With $d^2k_\perp d^2p_\perp=\frac14dA\,dB\,d\varphi\,d\varphi'$ and $\int_0^{2\pi}d\varphi/(c_1+c_2\cos\varphi)=2\pi/\sqrt{c_1^2-c_2^2}$, the angles give $\pi^2dA\,dB/S$, where $S^2=(A+B+H)^2-4AB$. The function with $\partial_A\partial_B\Phi=1/S$ that vanishes on both axes is

$$\Phi=BL_1+AL_2+\tfrac12(S-A-B-H),\quad L_1=\ln\frac{A-B+H+S}{2H},\quad L_2=\ln\frac{B-A+H+S}{2H}.$$

To see this, note $\partial_AS=(A-B+H)/S$, so $\partial_AL_1=1/S$ and likewise $\partial_BL_2=1/S$. It remains to show $\partial_B\Phi=L_1$. We have $\partial_BL_1=(B-A+H-S)/[S(A-B+H+S)]$. Multiply above and below by $B-A+H+S$: the numerator becomes $(B-A+H)^2-S^2=-4AH$ and the denominator $S[(S+H)^2-(A-B)^2]=2HS(A+B+H+S)$. Using $4AB=(A+B+H)^2-S^2$, this gives $B\,\partial_BL_1=-(A+B+H-S)/2S$. Adding $A/S$ and $\frac12[(B-A+H)/S-1]$ gives zero, as required. At $B=0$, $S=A+H$ and $\Phi=0$; the case $A=0$ follows by symmetry.

Let $A_1,A_0=[1-(s\mp z)^2]_+$, let $B_1,B_0$ be the same with $t$, and $\Delta\Phi=\Phi(A_1,B_1)-\Phi(A_0,B_1)-\Phi(A_1,B_0)+\Phi(A_0,B_0)$. Since $d^3q/(q^2\cdot qh)=4\pi\,dz/(zh)$, the prefactor is $\frac3{32\pi^5}\cdot4\pi\cdot\pi^2$:

$$\varepsilon_{2x}=\frac3{8\pi^2}\int_0^\infty\frac{dz}z\iint ds\,dt\,\frac{\Delta\Phi}{s+t}.$$

At small $z$ both annuli have width $4zs$ and $4zt$ in $A$ and $B$, so $\Delta\Phi\propto z^2$ and there is no logarithm; no screening is needed at this order. Use Gauss–Legendre rules on the intervals $[0,1-z]$ and $[1-z,1+z]$ (or $[z-1,z+1]$), with nodes mapped by $x^3$ toward the lower end to resolve the corner $s,t\to0$, and map $z$ and $1/z$ on $[0,1]$ by $x^2(3-2x)$. With 24 points per $s$ interval and 30 per $z$ interval, and again with 40 and 48, the result is $0.024179159$ Ha. The closed form you were given evaluates with $\zeta(3)=1.2020569$ to $0.11552453-0.09134537=0.02417916$ Ha, and to $0.024179159$ Ha with one more digit. I have not derived it analytically; the agreement is numerical, and the total below stands on the quadrature alone. Only equal spins enter and the value per electron does not depend on the Fermi radius, so $\varepsilon_{2x}$ is the same at any spin polarization, whereas $c_0$ and $c_{\rm RPA}$ above are for the unpolarized gas only.

**The total.**

$$c=-0.0710995+0.0241792=-0.0469203\ \text{Ha}=-1.2768\ \text{eV},$$

$$\varepsilon_c=0.0310907\ln r_s-0.0469203+O(r_s\ln r_s)\ \text{Ha}.$$

Exchange cancels about a third of the RPA constant, so at high density RPA alone is too negative by $0.0242$ Ha per electron.

**How far the two terms reach.** All energies are in Ha. The full RPA column uses the panel quadrature above; PW92 is the Perdew–Wang local density parametrization as implemented in libxc, in the variant with the more precise logarithmic coefficient.

| $r_s$ | RPA full | RPA two-term | total two-term | PW92 |
|---|---|---|---|---|
| 0.01 | $-0.214474$ | $-0.214277$ | $-0.190098$ | $-0.190234$ |
| 0.1 | $-0.144042$ | $-0.142688$ | $-0.118509$ | $-0.120879$ |
| 1 | $-0.078799$ | $-0.071099$ | $-0.046920$ | $-0.059774$ |

At $r_s=0.1$, for example, $c_0\ln r_s=-0.071589$ and $-0.071589-0.046920=-0.118509$. The two-term RPA form misses $-0.000197$, $-0.00135$ and $-0.00770$ Ha, which is 0.09%, 0.9% and 10% of the full RPA value. The fitted next terms account for the first two: $0.01(0.00271\ln0.01-0.0072)=-0.000197$ and $0.1(0.00271\ln0.1-0.0072)=-0.00134$. The total two-term form differs from PW92 by 2% at $r_s=0.1$ and 22% at $r_s=1$, relative to PW92, which is itself a parametrization and not the exact energy. The two-term form vanishes at $r_s=e^{0.0469203/0.0310907}=4.52$ and is positive beyond. That is impossible, because the Fermi-sphere determinant is a variational trial state and $\varepsilon_c\le0$. At the other end, the nonrelativistic model stops describing real electrons when $k_F$ approaches the speed of light, roughly 140 atomic units, which happens at $r_s$ of roughly 0.01. The expansion is a condition on the functional of the nonrelativistic Hamiltonian rather than a formula for a material.

As such a condition it can be read off any local density approximation. Evaluate $\varepsilon_c$ at $r_s=10^{-7}$ and $10^{-8}$, divide the difference by $\ln10$ for the slope, and subtract slope times $\ln r_s$ for the constant:

| functional | slope (Ha) | constant (Ha) | constant minus $c$ (Ha) |
|---|---|---|---|
| Perdew–Zunger (PZ81) | $0.031100$ | $-0.048000$ | $-0.001080$ |
| PW92 | $0.031091$ | $-0.046643$ | $+0.000277$ |
| Chachiyo | $0.031091$ | $-0.046920$ | $0.000000$ |

All three carry the logarithm, PZ81 to three figures, but only the Chachiyo form has the constant to the six decimals shown. The PW92 offset of $0.000277$ Ha is larger than its difference of about $0.00014$ Ha from the two-term form at $r_s=0.01$, so PW92 cannot serve as a reference for the neglected terms at that density.
